# Coherent potential approximation and the composition law for a Co-Ni disilicide model

## What symmetry and dimensions fix

Cobalt and nickel disilicide share a crystal structure in which the metal atoms form a face-centred cubic (fcc) lattice. In the model alloy Co$_{1-x}$Ni$_x$Si$_2$, each metal site carries one orbital, with level $0$ for Co and $\delta$ for Ni. Occupations are random and independent, and hopping is the same for both species. The scattering width $\Gamma=\hbar/\tau$ of a state at the Fermi energy is sought for small $\delta$.

To first order, disorder only moves the mean level to $x\delta$. The first contribution to $\Gamma$ therefore contains two level fluctuations on one site, joined by one propagation back to it. The fluctuations give the variance

$$(1-x)(x\delta)^2+x\big[(1-x)\delta\big]^2=x(1-x)\delta^2\equiv c\,\delta^2 .$$

The propagation must supply an inverse energy, and its dissipative part is the clean density of states (DOS) per site and spin, $\rho_0$. Hence $\Gamma=K\,c\,\delta^2\rho_0$, with $K$ a pure number.

Exchanging the names of the species changes $x\to1-x$ and $\delta\to-\delta$, with energies measured from the mean level. A term of order $\delta^3$ must thus be odd about $x=1/2$. It is allowed, so a fixed DOS does not by itself make the curve symmetric.

## An equal mixture by hand

Let $G_0(z)$ be the site Green function of the clean band, centred at zero, with $\rho_0=-\mathrm{Im}\,G_0/\pi$ just above the real axis. The coherent potential approximation (CPA) replaces the alloy by a uniform medium with complex site energy $\Sigma$, so that $G=G_0(E-\Sigma)$.

Put a real atom of level $\varepsilon_i$ back on one site. It differs from the medium by $v_i=\varepsilon_i-\Sigma$, and its site Green function obeys $G_i=G+Gv_iG_i$. Therefore

$$G_i=\frac{G}{1-v_iG}=G+G\,t_i\,G,\qquad t_i=\frac{v_i}{1-v_iG}.$$

The medium is right on average when $\langle G_i\rangle=G$, that is, when $\langle t\rangle=0$.

Take $x=1/2$ and $\delta=-0.4$ eV, and write $\Sigma=-0.2+s$ in eV. Then $v_{\rm Co}=0.2-s$ and $v_{\rm Ni}=-0.2-s$. Over a common denominator, the condition reads

$$\tfrac12(v_{\rm Co}+v_{\rm Ni})-v_{\rm Co}v_{\rm Ni}G=0 .$$

The half-sum is $-s$ and the product is $s^2-0.04$, which leaves

$$s=G\,(0.04-s^2).$$

For the band, choose a semi-ellipse of half-width $D=4$ eV, $\rho_0(w)=2\sqrt{D^2-w^2}/(\pi D^2)$. Its Green function is

$$G_0(z)=\frac{2}{D^2}\Big(z-\sqrt{z^2-D^2}\Big)=\frac{2}{z+\sqrt{z-D}\sqrt{z+D}} .$$

This function is analytic off the band, falls as $1/z$, and has imaginary part $-\pi\rho_0$ just above the band, which identifies it. The second form avoids subtracting nearly equal numbers at large $z$.

With 0.8 electrons per site, the clean Fermi energy is $w_0=-0.631$ eV from the band centre. There $\rho_0=0.1572$ eV$^{-1}$, so

$$G_0=-0.0789-0.4937\,i\ \text{eV}^{-1}.$$

The first pass sets $s=0$ on the right:

$$s_1=0.04\,G_0=-0.0032-0.0197\,i\ \text{eV}.$$

A state with amplitude governed by $1/(E-\varepsilon_k-\Sigma)$ has probability decaying as $e^{2\,\mathrm{Im}\Sigma\,t/\hbar}$, so $\Gamma=-2\,\mathrm{Im}\,\Sigma=39.5$ meV.

For the second pass, the alloy Fermi energy is $-0.8341$ eV, so $E_F-\Sigma=w_0+0.0197\,i$. The derivative

$$G_0'(w)=\frac{2}{D^2}\left(1+\frac{i\,w}{\sqrt{D^2-w^2}}\right)=0.125-0.020\,i\ \text{eV}^{-2}$$

changes the Green function to $G\simeq-0.0785-0.4913\,i$. Also $0.04-s_1^2\simeq0.0404-0.0001\,i$. Their product, with unrounded factors, has imaginary part $-0.01983$ eV, giving $\Gamma\simeq39.7$ meV. The converged value is 39.66 meV.

## The algorithm for any composition

For general $x$, the average site Green function is

$$F=\langle G_i\rangle=G\,(1+G\langle t\rangle).$$

The rest of the crystal acts on the site through the combination $G^{-1}+\Sigma$. Holding this fixed, choose a new $\Sigma$ that reproduces $F$:

$$F^{-1}+\Sigma_{\rm new}=G^{-1}+\Sigma .$$

Solving for the new value gives the update

$$\Sigma_{\rm new}=\Sigma+\frac1G\left(1-\frac{1}{1+G\langle t\rangle}\right)=\Sigma+\frac{\langle t\rangle}{1+G\langle t\rangle}.$$

The procedure is:

1. Start from $\Sigma=x\delta$ at an energy on or above the real axis.
2. Compute $G=G_0(z-\Sigma)$, then $t_{\rm Co}$, $t_{\rm Ni}$ and their average weighted by composition.
3. Update $\Sigma$ and repeat until the change is negligible.
4. Adjust $E$ until the band holds the required number of electrons.

The fourth step needs the number of states below $E$ per site and spin. For one level at distance $a=E-e$ below $E$, the integral $\pi^{-1}\int_0^\infty a\,dy/(a^2+y^2)$ equals $\tfrac12\,\mathrm{sgn}\,a$. Summing over a normalized DOS gives

$$N(E)=\frac12+\frac1\pi\int_0^\infty \mathrm{Re}\,G(E+iy)\,dy .$$

This path avoids the band edges. The filling is $2N(E_F)$.

A test at strong disorder used $x=0.3$, $\delta=-3$ eV and $z=-1+0.5i$ eV. Three explicit $800\times800$ Hamiltonians were built with site states randomly oriented relative to the band states, a setting in which multi-site corrections should vanish as the size grows. They gave $\Sigma=-0.467-0.669i$ eV, against $-0.464-0.669i$ eV from CPA. Stopping at second order in $\delta$ gives $-0.921-0.834i$ eV, so the comparison does probe the self-consistent part.

## The weak-disorder law and its correction

Write $\Sigma=x\delta+s$. Now $v_{\rm Co}=-x\delta-s$ and $v_{\rm Ni}=(1-x)\delta-s$. Their weighted mean is $-s$, and their product is

$$v_{\rm Co}v_{\rm Ni}=-c\delta^2-(1-2x)\delta s+s^2 .$$

The condition $-s-v_{\rm Co}v_{\rm Ni}G=0$ becomes

$$s=G\left[c\delta^2+(1-2x)\delta s-s^2\right].$$

The leading solution is $s=c\delta^2G$. Inserting it in the middle term adds $(1-2x)c\delta^3G^2$, while $s^2$ first matters at order $\delta^4$. Since $G=G_0(E-x\delta-s)$ differs from $G_0(E-x\delta)$ by order $\delta^2$, the clean function suffices here:

$$s=c\delta^2G_0+(1-2x)c\delta^3G_0^2+O(\delta^4).$$

Using $\mathrm{Im}\,G_0=-\pi\rho_0$ and $\mathrm{Im}\,G_0^2=-2\pi\rho_0\,\mathrm{Re}\,G_0$,

$$\boxed{\Gamma=2\pi x(1-x)\delta^2\rho_0(w_0)\left[1+2(1-2x)\delta\,\mathrm{Re}\,G_0(w_0)+O(\delta^2)\right]}$$

Thus $K=2\pi$. The law in $x(1-x)$ is the leading term at fixed $\rho_0(w_0)$. The lopsided correction vanishes at $x=1/2$, or when $\mathrm{Re}\,G_0=0$, which for this band means half filling.

The formula uses the clean $w_0$, and fixed filling justifies this. With $w=E-x\delta$, expansion to second order gives

$$G=G_0-c\delta^2G_0G_0'=G_0-\frac{c\delta^2}{2}\frac{d(G_0^2)}{dw}.$$

Integrate from far below the band along a path in the upper half-plane, where the expansion is regular, and end inside the band. With $N=-\pi^{-1}\mathrm{Im}\int G\,dE$,

$$N=N_0(w)+\frac{c\delta^2}{2\pi}\mathrm{Im}\,G_0^2=N_0(w)-c\delta^2\rho_0\,\mathrm{Re}\,G_0 .$$

Keeping $N$ fixed requires $w=w_0+c\delta^2\,\mathrm{Re}\,G_0$. This shift equals $\mathrm{Re}\,s$ at the same order, so $E_F-\mathrm{Re}\,\Sigma=w_0+O(\delta^3)$.

The orders were tested at $x=0.2$ by halving $\delta$ from $-0.08$ to $-0.04$ eV. The relative error of the boxed formula without its remainder fell by a factor 4.00, and $E_F-\mathrm{Re}\,\Sigma-w_0$ fell by 8.03, as second and third order require.

### The dilute limit

For $x\to0$, the medium around an isolated Ni atom is clean, and $\Sigma=x\delta/(1-\delta G_0)$. Since $\mathrm{Im}\,[1/(1-\delta G_0)]=\delta\,\mathrm{Im}\,G_0/|1-\delta G_0|^2$,

$$\Gamma=\frac{2\pi x\delta^2\rho_0}{|1-\delta G_0|^2}.$$

This keeps repeated scattering from one atom. For $\delta=-0.4$ eV the denominator is $0.968^2+0.197^2\simeq0.98$, so the width is 1.02 times the leading law. For isolated Co in the Ni compound at the same filling, $\delta$ changes sign. The denominator is then $1.032^2+0.197^2\simeq1.10$, and the factor is 0.91.

## Fixed filling: reading the curve

The widths for $\delta=-0.4$ eV and 0.8 electrons per site are, in meV:

| $x$ | CPA | leading | corrected |
|---|---:|---:|---:|
| 0.10 | 14.6 | 14.2 | 14.9 |
| 0.25 | 30.4 | 29.6 | 30.6 |
| 0.50 | 39.7 | 39.5 | 39.5 |
| 0.75 | 28.5 | 29.6 | 28.7 |
| 0.90 | 13.2 | 14.2 | 13.5 |

At $x=0.1$ the bracket is $1+2(0.8)(-0.4)(-0.0789)=1.050$. Relative to CPA, the leading law is 2.7% low there and 7.5% high at $x=0.9$. The corrected law is about 2% high at both ends. The correction thus captures most of the lopsidedness but leaves an error of order $\delta^2$, and at $x=0.1$ it improves the width itself only slightly.

A direct test of the asymmetry compares energies $\pm0.631$ eV from the mean level, where the clean DOS is the same. For $x=0.1$ and $\delta=-0.08$ eV, the difference of the widths (upper minus lower) divided by their sum is $-0.01009$. The formula gives $-0.01010$.

Random alloys on an fcc lattice of 729 sites test the single-site approximation. At 0.5 eV above the real axis, with $\delta=-0.4$ eV, the explicit values of $-2\,\mathrm{Im}\,\Sigma$ are 15.34, 38.95 and 12.23 meV for $x$ near 0.1, 0.5 and 0.9. CPA gives 15.35, 38.95 and 12.22 meV. These are averages over wavevector, so they do not test how the width varies between wavevectors. The 0.5 eV offset also damps long return paths, so the agreement need not be as close on the real axis.

## From width to resistivity

Single-site scattering is isotropic. The current scattered back into a state involves $\sum_k v_x|G_k|^2$, which vanishes because $\varepsilon_{-k}=\varepsilon_k$ makes $v_x$ odd. The decay time is therefore also the transport time. In this section $v_x=\partial\varepsilon/\partial k_x$, without the factor $1/\hbar$.

With site volume $V$, the zero-temperature Kubo-Greenwood conductivity is

$$\sigma=\frac{2\pi e^2}{\hbar V}\int\Phi(e)A(e)^2\,de,\qquad \Phi(e)=\big\langle v_x^2\,\delta(e-\varepsilon_k)\big\rangle .$$

Here $A$ is a normalized Lorentzian of full width $\Gamma$, for which $\int A^2de=1/(\pi\Gamma)$. If $\Phi$ varies little over $\Gamma$, then $\sigma=2e^2\Phi/(\hbar V\Gamma)$.

To find $\Phi$, take any smooth $f$ and integrate by parts over the Brillouin zone:

$$\langle v_x^2f'(\varepsilon)\rangle=\langle v_x\,\partial_xf\rangle=-\langle f\,\partial_x^2\varepsilon\rangle=\frac{d^2}{3}\langle\varepsilon f\rangle .$$

The last step uses cubic symmetry and the fact that nearest-neighbour hopping over distance $d$ gives $-\nabla^2\varepsilon=d^2\varepsilon$. Hence $\Phi'=-(d^2/3)e\rho_0$. With $\Phi(D)=0$ and the semi-elliptic DOS,

$$\Phi(w)=\frac{2d^2(D^2-w^2)^{3/2}}{9\pi D^2}.$$

Combining the lattice rule with a semi-elliptic DOS is a modelling choice, since the fcc band has a different shape.

A cubic cell of 0.54 nm gives $d=0.382$ nm, $V=0.0394$ nm$^3$ and $\Phi(w_0)=0.0397$ eV nm$^2$. With $\hbar/e^2=4108\ \Omega$, the resistivity at $x=1/2$ is

$$\frac{4108\times0.0394\times0.0397}{2\times0.0397}\ \Omega\,\text{nm}\simeq81\ \Omega\,\text{nm}=8.1\ \mu\Omega\,\text{cm}.$$

The lifetime $\hbar/\Gamma$ is 16.6 fs.

## When nickel adds its electron

Nickel has one more valence electron than cobalt. If that electron enters the modelled band, the filling is $0.8+x$, and $w_0$ must be found anew at each composition. Keeping $\delta$ fixed makes this a rigid-band picture without screening. An isolated atom with $\delta=-0.4$ eV displaces only $-(2/\pi)\arg(1-\delta G_0)=0.13$ electron, whereas a metal screens the whole extra charge near the Ni site. Within this single orbital that would need a phase shift of $\pi/2$ and far stronger scattering. The table therefore shows what a moving Fermi level does in the model, not the width of the real alloy:

| $x$ | alloy DOS (eV$^{-1}$) | CPA width (meV) | resistivity ($\mu\Omega$ cm) |
|---|---:|---:|---:|
| 0.10 | 0.158 | 14.4 | 2.8 |
| 0.25 | 0.158 | 29.5 | 5.8 |
| 0.50 | 0.154 | 39.0 | 8.3 |
| 0.75 | 0.142 | 29.1 | 8.0 |
| 0.90 | 0.129 | 13.9 | 5.1 |

The widths look almost symmetric, but two effects are offsetting each other. At $x=0.9$ the smaller DOS lowers the leading width to 11.7 meV, from 14.2 meV at fixed filling. There $\mathrm{Re}\,G_0$ is positive while $\delta$ and $1-2x$ are negative, so the correction raises the width to 13.9 meV. A nearly symmetric curve is therefore no proof of a constant DOS.

With $\delta=-0.04$ eV the correction is small and the DOS effect stands out. Between $x=0.1$ and $0.9$, $\Gamma/[x(1-x)]$ changes by a factor 0.827 and the clean DOS by 0.8135.

The resistivity is visibly skewed towards Ni. In this band $\Phi\propto(D^2-w^2)^{3/2}\propto\rho_0^3$, so the conductivity suffers more than the width shows.

## The model beside real silicide films

The cell size is close to that of CoSi$_2$, whose room-temperature resistivity is roughly 15 $\mu\Omega$ cm. The values of $D$, $\delta$ and the filling are round choices, not results of an electronic-structure calculation, and the real bands mix metal and silicon states. For phonons with an assumed coupling $\lambda=0.3$, the high-temperature formula gives a width $2\pi\lambda k_BT=49$ meV at 300 K, or 9.9 $\mu\Omega$ cm. These are upper estimates for this $\lambda$, because the formula requires phonon energies small compared with $k_BT$. If the two widths add, the fixed-filling alloy at $x=1/2$ rises from 8.1 to about 18 $\mu\Omega$ cm. With disorder alone the free path, $\sqrt{3\Phi/\rho_0}/\Gamma=22$ nm, is comparable with a 20 nm contact film. With the phonon width added it is about 10 nm. Diffuse surface scattering would therefore raise the film resistivity noticeably in either case, whereas nearly specular surfaces would add little.

Two assumptions affect the width directly. For negative hopping and an equal second moment, the fcc DOS at the same filling is 30–40% above the semi-elliptic one and would raise the leading width in proportion. The lopsided correction also depends on the band shape, through $\mathrm{Re}\,G_0$, which is about $-0.29$ eV$^{-1}$ on this fcc band against $-0.079$ eV$^{-1}$. The fcc CPA widths at $x=0.1$, 0.5 and 0.9 are about 22, 53 and 16 meV. At $x=1/2$ the resistivity becomes about 11 $\mu\Omega$ cm and the free path about 14 nm, or 7 nm with the phonon width added. If each Ni end of a bond changes its hopping by a fraction $\eta/2$, the scattering element becomes $\delta+\eta(\varepsilon_k+\varepsilon_{k'})/2$, or $\delta+\eta w_0$ at the Fermi energy. For $\eta=0.05$ and the semi-elliptic $w_0$, the squared element grows by $(1+0.05\times0.631/0.4)^2-1=16\%$. This is not an estimate of the change in width: the changed mean hopping and repeated scattering add corrections of relative order $\eta$, which offset much of that growth: for an isolated Ni atom the width grows by only about 6%. The sign also follows $w_0$, and on the fcc band, where $w_0\simeq+0.08$ eV, the squared element falls by 2%. Thermal smearing of the DOS at 300 K is below 0.01% for the semi-ellipse and about 0.4% for the fcc band.

The expansion requires $|\delta G_0|\ll1$ and a Fermi energy away from the points where $G_0'$ diverges. These are the band edges and, on a lattice, the van Hove points inside the band; the fcc Fermi energy at this filling lies only about 0.08 eV above one. Correlated occupations, such as ordering or clustering, violate the independent-site average and lie outside this CPA even when $\delta$ is small. The program and its numerical output follow below.

## Computed values

```
band half-width 4.0 eV, level difference -0.4 eV
cubic cell 0.54 nm, site volume 0.03937 nm^3
hop length 0.3818 nm, filling 0.8 electrons/site
clean Fermi energy from band centre -0.6309 eV
clean DOS 0.15716 per eV, site and spin
Re G0 at Fermi energy -0.07887 1/eV
strong test: x 0.3, delta -3.0 eV, z (-1+0.5j) eV
  Sigma explicit -0.4671-0.6688j eV, CPA -0.4641-0.6690j eV
  Sigma second order -0.9207-0.8339j eV
  states below -1 eV: explicit 0.4617, CPA 0.4617
fcc explicit alloy, energy 0.5i eV from mean level, -2 Im Sigma:
  x 0.100: explicit 15.34, CPA 15.35 meV
  x 0.499: explicit 38.95, CPA 38.95 meV
  x 0.900: explicit 12.23, CPA 12.22 meV
x 0.2: corrected-width error ratio on halving delta 4.003
x 0.2: Fermi-argument shift ratio on halving delta 8.027
x 0.5: corrected-width error ratio on halving delta 4.000
equal-DOS asymmetry, x 0.1, delta -0.08 eV: -0.010089, formula -0.010095
added electrons, delta -0.04 eV, x 0.9 over x 0.1:
  width/[x(1-x)] ratio 0.8268, DOS ratio 0.8135
fixed filling: x, E_F eV, DOS 1/eV, widths CPA/leading/corrected meV, rho uohm cm
  0.10  -0.6717 0.15687  14.610  14.220  14.937   2.974
  0.25  -0.7329 0.15655  30.389  29.624  30.559   6.187
  0.50  -0.8341 0.15638  39.658  39.499  39.499   8.073
  0.75  -0.9337 0.15660  28.500  29.624  28.690   5.801
  0.90  -0.9924 0.15690  13.223  14.220  13.502   2.692
one electron added per Ni: x, E_F eV, DOS 1/eV, widths CPA/leading/corrected meV, rho uohm cm
  0.10  -0.3547 0.15837  14.375  14.355  14.717   2.844
  0.25   0.0582 0.15845  29.548  29.977  29.741   5.805
  0.50   0.7563 0.15381  38.957  38.852  38.852   8.334
  0.75   1.4961 0.14175  29.127  26.830  29.231   7.984
  0.90   1.9849 0.12877  13.901  11.677  13.864   5.112
x 0.5, fixed filling: lifetime 16.60 fs, free path 21.96 nm
  width 39.658 meV, resistivity 8.073 uohm cm
fcc DOS at same filling 0.210 1/eV (smeared by 0.1 eV)
  ratio to semi-elliptic DOS 1.34
hopping mismatch 5 %: leading width changes 16.4 %
phonons at 300 K, assumed coupling 0.3: width 48.7 meV
  phonon resistivity 9.92 uohm cm
thermal smearing at 300 K changes DOS by -0.0072 %
free path over 20 nm film thickness 1.10
```
